\section*{Fastest and neutral wavelengths of a stressed surface under surface diffusion}

\section{The result}

A stressed solid can lower its energy by roughening: crests relax elastically, while the added surface costs energy. Let the surface of a semi-infinite solid be $h(x,t)=a(t)\cos kx$, with $ka\ll1$, and let atoms move by surface diffusion. To first order in $a$, the amplitude obeys $\dot a=s(k)a$ with
\begin{equation}
s(k)=M\gamma(k_ck^3-k^4),\qquad
k_c=\frac{2S^2(1-\nu^2)}{E\gamma}. \label{result}
\end{equation}
Here $S$ is the equibiaxial in-plane stress of the flat solid, $E$ Young's modulus, $\nu$ Poisson's ratio, $\gamma$ the surface energy per area and $M$ a mobility defined below. The rate vanishes at $\lambda_c=2\pi/k_c$, the neutral wavelength, and is largest at
\begin{equation}
\lambda_m=\frac43\lambda_c .
\end{equation}

The assumptions are a homogeneous, isotropic, linearly elastic solid, a traction-free surface, constant $\gamma$ and $M$, and elastic equilibrium at every instant. The solid fills $z<h$, and tension is positive. The remote strain is held fixed, so no external load does work.

\section{Simplest case: no stress}

Without stress the energy per unit length along $y$ is $F=\int\gamma\sqrt{1+h'^2}\,dx$. For a small change $\delta h$, integration by parts gives
\begin{equation}
\delta F=\int\gamma\frac{h'\,\delta h'}{\sqrt{1+h'^2}}\,dx
=\int\gamma\kappa\,\delta h\,dx,\qquad
\kappa=-\left(\frac{h'}{\sqrt{1+h'^2}}\right)'.
\end{equation}
To first order $\kappa=-h''$, which is positive on a crest. The volume added is $\int\delta h\,dx$ per unit length, and one atom occupies $\Omega$. The chemical potential, relative to a flat unstressed surface, is therefore $\mu=\Omega\gamma\kappa$.

Let $n_s$ be the number of surface sites per area and $D$ the mass-transport diffusivity, which includes the fraction of sites holding mobile atoms. The force on an atom is $-\partial\mu/\partial s$ along the arc length $s$, and its mobility is $D/k_BT$, so the flux is
\begin{equation}
J=-\frac{n_sD}{k_BT}\frac{\partial\mu}{\partial s}.
\end{equation}
Matter is conserved. For small slopes $\partial/\partial s$ becomes $\partial/\partial x$, and
\begin{equation}
\dot h=-\Omega\frac{\partial J}{\partial x}
=M\frac{\partial^2}{\partial x^2}\left(\frac{\mu}{\Omega}\right),
\qquad M=\frac{\Omega^2n_sD}{k_BT}. \label{transport}
\end{equation}
For the ripple, $\mu/\Omega=\gamma k^2h$. The two derivatives supply $-k^2$, so $s=-M\gamma k^4$. Every ripple decays, and short ones decay fastest, as capillarity requires.

\section{Adding stress: the driving force}

The elastic energy is $F_{\rm el}=\int w\,dV$, where $w$ is the strain-energy density and the displacement field $\mathbf u$ is in equilibrium. Moving the surface changes $F_{\rm el}$ in two ways: material is added at the surface, and the displacement in the existing material changes. Thus
\begin{equation}
\delta F_{\rm el}=\int w\,\delta h\,dx
+\int\sigma_{ij}\,\delta\varepsilon_{ij}\,dV .
\end{equation}
With $\mathbf n$ the outward normal, the second integral is
\begin{equation}
\int\sigma_{ij}\,\partial_j\delta u_i\,dV
=\oint\sigma_{ij}n_j\,\delta u_i\,dA
-\int(\partial_j\sigma_{ij})\,\delta u_i\,dV=0 .
\end{equation}
The surface term vanishes because the free surface has no traction and the remote displacement is fixed. The volume term vanishes by equilibrium. Hence
\begin{equation}
\mu=\Omega(\gamma\kappa+w), \label{mu}
\end{equation}
with $w$ evaluated at the surface. For a flat surface $w$ is uniform, so it drives no flux. The instability needs the variation of $w$ along a ripple.

\section{The elastic field of one ripple}

An outward normal, not normalized, is $(-h',1)$ in the $xz$ plane. Zero traction requires
\begin{equation}
-h'\sigma_{xx}+\sigma_{xz}=0,\qquad
-h'\sigma_{xz}+\sigma_{zz}=0 .
\end{equation}
The flat solid has $\sigma_{xx}=\sigma_{yy}=S$ and no other stress. Denote first-order changes by a superscript 1. Because the base stress is uniform, the conditions may be imposed at $z=0$:
\begin{equation}
\sigma^{1}_{xz}=Sh'=-Ska\sin kx,\qquad\sigma^{1}_{zz}=0. \label{bc}
\end{equation}

Equilibrium is satisfied by an Airy function $\phi$ with
\begin{equation}
\sigma^1_{xx}=\phi_{zz},\qquad \sigma^1_{zz}=\phi_{xx},\qquad
\sigma^1_{xz}=-\phi_{xz}.
\end{equation}
In an isotropic solid, compatibility of the strains gives $\nabla^4\phi=0$. For $\phi=f(z)\cos kx$ this reads $(d^2/dz^2-k^2)^2f=0$, whose solutions decaying into the solid are $f=(A+Bz)e^{kz}$.

At the surface $\sigma^1_{zz}=-k^2A\cos kx$, so $A=0$. Then
\begin{equation}
\sigma^1_{xz}=kB(1+kz)e^{kz}\sin kx,
\end{equation}
and comparison with (\ref{bc}) at $z=0$ gives $B=-Sa$. The remaining stress is
\begin{equation}
\sigma^1_{xx}=B(2k+k^2z)e^{kz}\cos kx
\;\longrightarrow\;-2Ska\cos kx\quad(z=0). \label{surfstress}
\end{equation}
The total surface stress is $S(1-2ka\cos kx)$: its magnitude falls at crests and rises in troughs, for either sign of $S$.

Nothing varies along $y$ and the remote strain is fixed, so $\varepsilon^1_{yy}=0$. Hooke's law with $\sigma^1_{zz}=0$ then gives $\sigma^1_{yy}=\nu\sigma^1_{xx}$, and
\begin{equation}
\varepsilon^1_{xx}=\frac{\sigma^1_{xx}-\nu\sigma^1_{yy}}{E}
=\frac{1-\nu^2}{E}\sigma^1_{xx}.
\end{equation}
The first-order change of $w$ is the base stress times the strain change:
\begin{equation}
w^1=S(\varepsilon^1_{xx}+\varepsilon^1_{yy})
=-\frac{2S^2(1-\nu^2)}{E}\,kh=-\gamma k_ckh. \label{w1}
\end{equation}

An energy balance, which follows from the same $w^1$, gives $k_c$ a second meaning. Raising the amplitude from zero to $a$ changes the elastic energy per projected area by
\begin{equation}
\int_0^a\langle w^1(a')\cos kx\rangle\,da'
=-\int_0^a\frac{\gamma k_ck\,a'}{2}\,da'
=-\frac{\gamma k_ck\,a^2}{4},
\end{equation}
because $\langle\cos^2kx\rangle=1/2$. The surface energy rises by $\gamma\langle h'^2\rangle/2=\gamma k^2a^2/4$. The sum is $\gamma k(k-k_c)a^2/4$. Thus the neutral ripple is also the one that costs no energy to second order in $a$; longer ripples release energy.

\section{Growth rate and its maximum}

Insert (\ref{w1}) in (\ref{mu}). The varying part of $\mu/\Omega$ is $\gamma(k^2-k_ck)h$, and (\ref{transport}) multiplies it by $-Mk^2$. This gives (\ref{result}). Differentiation yields
\begin{equation}
\frac{ds}{dk}=M\gamma k^2(3k_c-4k)=0
\quad\Longrightarrow\quad k_m=\frac34k_c .
\end{equation}
The second derivative, $M\gamma(6k_ck-12k^2)$, equals $-\tfrac94M\gamma k_c^2$ there, so this is a maximum. Since $\lambda=2\pi/k$, the wavelength ratio is $4/3$. The largest rate is
\begin{equation}
s_m=M\gamma k_c^4\left(\frac{27}{64}-\frac{81}{256}\right)
=\frac{27}{256}M\gamma k_c^4. \label{smax}
\end{equation}

For $k\gg k_c$ the rate returns to the capillary law $-M\gamma k^4$. For $k\ll k_c$ it is positive but falls as $k^3$: a long ripple gains energy but must carry atoms far. The fastest wavelength balances this delay against capillarity.

The powers show where $4/3$ comes from. A homogeneous half-space has no length of its own, so the strain caused by a ripple can depend on $a$ and $k$ only through $ka$ in linear order. Its driving force is therefore proportional to $k$, against $k^2$ for capillarity. If transport supplies a factor $k^m$, then
\begin{equation}
s\propto k^m(k_ck-k^2),\qquad
\frac{\lambda_m}{\lambda_c}=\frac{k_c}{k_m}=\frac{m+2}{m+1}.
\end{equation}
Surface diffusion has $m=2$. If atoms instead exchange with a vapour at a rate proportional to the local excess of $\mu$, then $m=0$ and the ratio is 2. The neutral wavelength is the same in both cases because it is fixed by energy.

\section{First generalization: a cubic crystal}

Scaling predicts that elastic anisotropy changes $\lambda_c$ but keeps the ratio. Take a (001) surface and a ripple along [100] or [110]. Mirror symmetry keeps its deformation in the $xz$ plane. Write the plane-strain relations as
\begin{equation}
\varepsilon_{xx}=s_{11}\sigma_{xx}+s_{13}\sigma_{zz},\quad
\varepsilon_{zz}=s_{13}\sigma_{xx}+s_{33}\sigma_{zz},\quad
2\varepsilon_{xz}=s_{55}\sigma_{xz}.
\end{equation}
For $\phi\propto e^{pkz}\cos kx$, the compatibility condition $\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}=2\partial_x\partial_z\varepsilon_{xz}$ becomes
\begin{equation}
s_{11}p^4-(2s_{13}+s_{55})p^2+s_{33}=0 .
\end{equation}
Let $p_1,p_2$ be the roots with positive real part. Zero normal stress selects $\phi=C(e^{p_1kz}-e^{p_2kz})\cos kx$. At the surface the shear stress is $Ck^2(p_1-p_2)\sin kx$, which must equal $-Ska\sin kx$. The in-plane stress is $Ck^2(p_1^2-p_2^2)\cos kx=-(p_1+p_2)Skh$. Hence
\begin{equation}
k_c=\frac{S^2R}{\gamma},\qquad
R=s_{11}(p_1+p_2)
=s_{11}\left[\frac{2s_{13}+s_{55}}{s_{11}}
+2\sqrt{\frac{s_{33}}{s_{11}}}\right]^{1/2}. \label{R}
\end{equation}
The last form uses $(p_1+p_2)^2=p_1^2+p_2^2+2p_1p_2$. In the isotropic limit $p_1=p_2=1$ and $s_{11}=(1-\nu^2)/E$, which recovers (\ref{result}). $R$ contains no $k$, so the ratio remains $4/3$ for each direction.

\section{Second generalization: a film on a substrate}

A coherent film with the substrate's moduli follows the half-space law even when it is thin. The misfit stress exists only in the film, but the ripple's extra field comes from the surface traction $Sh'$ and spreads through an elastically uniform solid. The troughs must stay inside the film.

A rigid substrate is the opposite limit. If $kH\ll1$, with $H$ the film thickness, the shear traction $Sh'$ is nearly uniform through the film. With shear modulus $G$, the surface moves by $u_x=Sh'H/G$, so $\varepsilon^1_{xx}=Sh''H/G$ and
\begin{equation}
\frac{\mu^1}{\Omega}=-\left(\gamma-\frac{S^2H}{G}\right)h''.
\end{equation}
Long ripples now grow only for $H>\gamma G/S^2$. The elastic term has become proportional to $k^2$, so the scaling behind $4/3$ is lost.

For general $kH$, write the fields as functions of $z$ times $e^{ikx}$. With Lam\'e constant $L$, Hooke's law and equilibrium give
\begin{align}
u_x'&=\sigma_{xz}/G-iku_z, &
u_z'&=\frac{\sigma_{zz}-ikLu_x}{L+2G},\nonumber\\
\sigma_{zz}'&=-ik\sigma_{xz}, &
\sigma_{xz}'&=-ik\bigl[ik(L+2G)u_x+Lu_z'\bigr],
\end{align}
where the prime means $d/dz$. The decaying substrate solutions are carried through the film by a matrix exponential, with continuous displacement and traction at the interface. Condition (\ref{bc}) fixes their weights. The resulting $\varepsilon^1_{xx}=-SR(kH)kh$ defines a response $R(kH)$, and the zero and maximum of $k^3[S^2R(kH)-\gamma k]$ are found numerically.

\section{Numbers for a silicon-rich alloy film}

The example lies in the regime of a coherent silicon-germanium film on Si(001) with about 1\% compressive misfit, annealed near 1000~K. The inputs are rough assumed values, and extra digits here and below only let the arithmetic be followed: silicon-like cubic moduli $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$~GPa, $\gamma=1$~J/m$^2$, and $H=8$~nm. The isotropic model uses the values for pulling along [100], $E=130.4$~GPa and $\nu=0.278$. In the units used here, 1~J/m$^2$ is 1~GPa\,nm.

A misfit strain $\varepsilon=-0.01$ gives
\begin{equation}
S=\frac{E\varepsilon}{1-\nu}=-1.807~\mathrm{GPa},\qquad
k_c=\frac{2(1.807)^2(1-0.278^2)}{130.4\times1}
=0.0462~\mathrm{nm^{-1}} .
\end{equation}
Thus $\lambda_c=136$~nm and $\lambda_m=181$~nm. The maximum is broad: solving $(k/k_c)^3(1-k/k_c)=27/512$ shows that wavelengths from 145 to 295~nm grow at more than half the maximum rate. Linear growth from random roughness therefore favours a band around $\lambda_m$, not a single period.

For the time scale take $\Omega=0.02$~nm$^3$, $n_s=6.8$~nm$^{-2}$ and $D=10^{-10}$~cm$^2$/s, which is $10^4$~nm$^2$/s. With $k_BT=0.01381$~GPa\,nm$^3$,
\begin{equation}
M=\frac{(0.02)^2(6.8)(10^4)}{0.01381}
=1970~\mathrm{nm^3/(GPa\,s)},
\end{equation}
and (\ref{smax}) gives $s_m=9.5\times10^{-4}$~s$^{-1}$, an e-folding time of about 1060~s. Growth from 0.1 to 3~nm takes $\ln30$ such times, about one hour. The chosen $D$ is uncertain by orders of magnitude, and the time scales as $1/D$; the wavelengths do not contain $D$.

At $a=3$~nm the slope amplitude is $k_ma=0.104$. Formula (\ref{surfstress}) gives a trough stress of $1.208S$. Fitting ten decaying Airy harmonics to zero traction on the actual cosine surface, by least squares, gives $1.206S$. On a pure cosine the first-order formula is thus good at the trough; midway between crest and trough it misses by about $0.02S$. A growing ripple does not stay a cosine, however. The second-order part of $w$ drives a harmonic $a_2\cos2kx$, and under the full transport law a ripple grown from 0.1~nm at $k_m$ has $a_2\approx-0.28$~nm when $a=3$~nm. Its troughs are then 3.3~nm deep and carry about $1.26S$, while the growth time differs from the linear estimate by less than 1\%.

\section{What a real film changes}

Elastic anisotropy changes the wavelengths appreciably. For a [100] ripple, inverting the $2\times2$ matrix of $c_{11}$ and $c_{12}$ gives $s_{11}=s_{33}=0.00708$ and $s_{13}=-0.00273$~GPa$^{-1}$, while $s_{55}=1/c_{44}=0.0125$~GPa$^{-1}$. Equation (\ref{R}) then gives $\lambda_c=157$~nm instead of 136~nm. The isotropic model has the same $s_{11}$, $s_{13}$ and $s_{33}$ but a shear modulus of only 51~GPa, against $c_{44}=80$~GPa, so it overestimates the relaxation. For [110], replacing the in-plane modulus by $(c_{11}+c_{12})/2+c_{44}=195$~GPa gives 175~nm. The fastest wavelengths become 210 and 233~nm. At fixed $S$, $\gamma$ and $M$, the rate scales as $\lambda_c^{-4}$, so [100] ripples grow faster than [110] ones, but at 0.56 of the isotropic rate.

The substrate matters less if its stiffness is similar. Making it 5\% stiffer than the film, a rough allowance for the alloy, moves the isotropic wavelengths to 138 and 184~nm and the ratio to 1.332. On a rigid substrate the long-wave threshold of the isotropic model would be $\gamma G/S^2\approx15.6$~nm, so long ripples on the 8~nm film would decay. An isotropic 20~nm film on a substrate $10^4$ times stiffer has $\lambda_c=224$~nm, $\lambda_m=279$~nm and ratio 1.25. For the cubic film $c_{44}$ takes the place of $G$ and the threshold rises to 24.5~nm, so on a rigid substrate [100] and [110] ripples on a 20~nm film would decay.

At fixed misfit, substituting $S=E\varepsilon/(1-\nu)$ gives
\begin{equation}
\lambda_c=\frac{\pi\gamma(1-\nu)}{E(1+\nu)\varepsilon^2}.
\end{equation}
Halving the misfit quadruples both wavelengths within this model. An assumed 6\% thermal softening of $E$ raises $\lambda_c$ to 145~nm.

Simple estimates suggest that two surface effects are small for these inputs. A surface stress $f=1$~GPa\,nm adds a normal traction of amplitude $fk^2a$, to be compared with the shear traction $|S|ka$; their ratio at $k_m$ is 0.019. A wetting energy $\psi=\Delta e^{-H/\delta}$ per area adds $\psi''h$ to $\mu/\Omega$. With $\Delta=0.1$~GPa\,nm and $\delta=0.3$~nm, this is $2\times10^{-9}$ of the capillary term at $k_m$. The exponential makes that estimate specific to thick films; at a few atomic layers wetting can no longer be dismissed.

Dislocations leave a much smaller margin. A $60^\circ$ misfit dislocation with Burgers length $b=0.384$~nm has screw component $b/2$, edge component $\sqrt3\,b/2$, and misfit-relieving component $b/2$. Adding the screw and edge line energies and equating them to the work of the misfit stress gives the estimate
\begin{equation}
\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}
\left[\ln\frac Hb+1\right]=\frac{|S|bH}{2},
\end{equation}
where the added 1 is a rough core allowance. Its solution with $H>b$ is $H=9.3$~nm. The flat 8~nm film lies below this. A crest of a 3~nm ripple reaches 11~nm, but the flat-film threshold cannot be applied there unchanged, because the crest is partly relaxed. The margin also depends on the core allowance: with 0.5 in place of 1 the solution is 7.8~nm, below even the flat film's thickness. It depends as much on the shear modulus. Both numbers use $G=51$~GPa, the softest shear modulus of the crystal; the line-energy factor from the cubic moduli is 22\% larger and moves the two solutions to about 12 and 10~nm. Coherence during the whole hour is therefore an assumption, and losing it lowers $|S|$ and lengthens $\lambda_c$.

The model's wavelengths are of the general size, roughly a hundred to a few hundred nanometres, known for undulations in such alloy films. That is a comparison of scale, since $\gamma$ and the true strain are not known closely enough for more. If $\gamma$ varies smoothly with surface angle $\theta\approx h'$, expanding $\gamma(\theta)\sqrt{1+h'^2}$ to second order replaces $\gamma$ by $\gamma+d^2\gamma/d\theta^2$. A 30\% change in this stiffness changes both wavelengths by 30\% and leaves their ratio alone. A facet is different: there $\gamma$ has a cusp, the expansion fails, and this linear theory does not apply. The numerical example therefore assumes that the film's (001) surface has no such cusp at the annealing temperature. Segregation of germanium along the ripple would add a composition field and is also outside the model.

Numerical values quoted here were computed with a short program.
